# Correlation and basis-set errors in the bond length of N2

**Setting.** The bond length $R_e$ of N$_2$ is the position of the minimum of the Born–Oppenheimer energy $E(R)$, where $R$ is the distance between the nuclei. Four methods are used: restricted Hartree–Fock (HF), second-order perturbation theory (MP2), coupled cluster with single and double excitations (CCSD), and CCSD with a perturbative correction for triple excitations, CCSD(T). The two lowest molecular orbitals, built from the nitrogen 1s orbitals, are kept doubly occupied in every correlated calculation (frozen core). Lengths are in ångström (Å) and energies in hartree.

## Part (a): what moves a minimum

**Question.** A curve $E_A(R)$ has its minimum at $R_A$. Adding a correction $D(R)$ gives $E_B=E_A+D$, with its minimum at $R_B$. Find $R_B-R_A$ to second order in the slope of the correction. Which property of $D$ decides the direction of the shift?

**Model answer.** Denote the first three derivatives of the new curve at the old minimum by
$$g=E_B'(R_A),\qquad k=E_B''(R_A),\qquad c=E_B'''(R_A).$$
Since $E_A'(R_A)=0$, the slope is due to the correction alone: $g=D'(R_A)$. With $\delta=R_B-R_A$, the condition $E_B'(R_A+\delta)=0$ becomes
$$g+k\delta+\tfrac12 c\,\delta^2+\dots=0 .$$
Take $g$ as the small quantity and write $\delta=\delta_1+\delta_2+\dots$, where $\delta_n$ is of order $g^n$. The terms of first and second order must vanish separately:
$$g+k\delta_1=0,\qquad k\delta_2+\tfrac12c\,\delta_1^2=0 .$$
The first gives $\delta_1=-g/k$. Inserting $\delta_1^2=g^2/k^2$ in the second gives $\delta_2=-cg^2/(2k^3)$. Hence
$$R_B-R_A=-\frac{g}{k}-\frac{c\,g^2}{2k^3}+\dots \tag{1}$$

A constant added to the energy moves nothing, however large it is. What counts is the slope $D'(R_A)$. If $D$ falls as the bond is stretched, then $g<0$ and the bond lengthens; if $D$ rises, the bond shortens.

The direction does not depend on the series. Suppose that $E_B$ has a single minimum in the range considered, falling to its left and rising to its right. Then $g<0$ means that $R_A$ lies to the left of $R_B$, and $g>0$ that it lies to the right. The minima coincide when $D'(R_A)=0$.

The size given by (1) is reliable when $|\delta_2/\delta_1|=|cg/(2k^2)|$ is small and higher derivatives are unimportant. It fails if $R_A$ lies near an inflection point of $E_B$, where $k$ tends to zero.

## Part (b): the effect of correlation

**Question.** Use a model of two configurations to argue for the sign of the correlation shift, and state what the model assumes. Then test the argument with these data.

Bond lengths in Å:

| Basis | HF | MP2 | CCSD | CCSD(T) |
|---|---:|---:|---:|---:|
| 6-31G | 1.0891 | 1.1543 | 1.1281 | 1.1334 |
| cc-pVDZ | 1.0773 | 1.1299 | 1.1128 | 1.1189 |
| cc-pVTZ | 1.0671 | 1.1136 | 1.0967 | 1.1038 |
| cc-pVQZ | 1.0656 | 1.1103 | 1.0938 | 1.1007 |

The CCSD and CCSD(T) entries in cc-pVQZ are estimates, explained in part (d). The HF and MP2 energies in cc-pVQZ use density fitting, an approximation to the electron-repulsion integrals that changes the corresponding cc-pVDZ lengths by less than $10^{-4}$ Å. At the HF/cc-pVTZ minimum, the CCSD(T)/cc-pVTZ curve has $g=-0.2184$ hartree/Å and $k=6.767$ hartree/Å$^2$.

**Model answer.** Let the HF configuration have energy zero. Let a configuration with two electrons moved from a bonding $\pi$ to an antibonding $\pi^*$ orbital lie at $2\Delta>0$, and let $K$ be the real coupling between them. The energies $\varepsilon$ of the mixed states satisfy
$$\det\begin{pmatrix}-\varepsilon&K\\K&2\Delta-\varepsilon\end{pmatrix}
=\varepsilon^2-2\Delta\varepsilon-K^2=0 .$$
The lower root is the correlation energy of the model:
$$\varepsilon=\Delta-S,\qquad S=\sqrt{\Delta^2+K^2}.$$
Because $S'=(\Delta\Delta'+KK')/S$, its slope is
$$\varepsilon'=\left(1-\frac{\Delta}{S}\right)\Delta'-\frac{KK'}{S}. \tag{2}$$

Stretching weakens the overlap that separates bonding from antibonding levels, so $\Delta'<0$. As $S>\Delta$, the first term of (2) is negative. If the magnitude of $K$ does not fall on stretching, then $KK'\ge0$, the second term is not positive, and $\varepsilon'<0$: correlation lengthens the bond. A coupling whose magnitude fell quickly on stretching would oppose this, so the model makes the sign plausible without proving it for N$_2$.

The computed slope settles the matter here. Since HF has zero slope at its own minimum, $g=-0.2184$ hartree/Å is the slope of the CCSD(T) correlation energy, and it is negative. Equation (1) gives to first order
$$\delta_1=-\frac{-0.2184}{6.767}\ \text{Å}=0.0323\ \text{Å}.$$
With the second-order term, evaluated from the computed third derivative, the shift becomes 0.0359 Å. The actual displacement is 0.0366 Å. The second-order term is positive, so $c<0$: the curve is stiffer on the short side, and a harmonic estimate made there gives too small a step.

Two further results in cc-pVDZ agree with the picture. Between $R=1.05$ and $1.15$ Å the HF $\pi$–$\pi^*$ orbital gap falls from 0.831 to 0.736 hartree. The summed weight of the MP2 double excitations, relative to unit weight for the HF configuration, rises from 0.097 to 0.120. The orbital gap is not the $2\Delta$ of the model, but both results show the excited configurations becoming more accessible.

In every row of the table the three correlated lengths exceed the HF length. The lengthening does not, however, grow steadily with the level of theory. The order is
$$R_{\rm HF}<R_{\rm CCSD}<R_{\rm CCSD(T)}<R_{\rm MP2}.$$

The model may seem to explain the MP2 overshoot, but it does not. Second-order theory with the configuration energy $2\Delta$ as denominator replaces $\varepsilon$ by $-K^2/(2\Delta)$. At fixed $K$, the derivatives with respect to $\Delta$ are
$$\frac{d}{d\Delta}\left(-\frac{K^2}{2\Delta}\right)=\frac{K^2}{2\Delta^2},
\qquad
\frac{d\varepsilon}{d\Delta}=\frac{S-\Delta}{S}=\frac{K^2}{S(S+\Delta)} .$$
The last step uses $(S-\Delta)(S+\Delta)=K^2$. As $S>\Delta$, the denominator $S(S+\Delta)$ exceeds $2\Delta^2$, so this form of second order makes the energy respond too strongly to a closing gap and pulls the minimum too far out. MP2 is a different second-order theory: for this excitation its denominator is twice the orbital gap, not $2\Delta$. For N$_2$ in cc-pVDZ at 1.10 Å, moving the pair from one $\pi$ orbital to the matching $\pi^*$ orbital costs $2\Delta=0.86$ hartree, while the MP2 denominator is 1.56 hartree. With the MP2 denominator the slope of the two-configuration energy is $-0.034$ hartree/Å, against $-0.075$ hartree/Å for the exact root, so the response is too weak. H$_2$ in the minimal STO-3G basis, where only two configurations mix, behaves in the same way: MP2 gives 0.724 Å, between the HF value of 0.712 Å and the exact value in that basis, 0.735 Å. The overshoot in N$_2$ is therefore a computed fact that the two-configuration model does not account for. As $\Delta\to0$ the model energy tends to $-|K|$ while $-K^2/(2\Delta)$ diverges. The MP2 energy diverges likewise if the orbital gap closes at finite $K$, so MP2 cannot be trusted for a strongly stretched bond.

## Part (c): the effect of the basis

**Question.** A larger basis that contains the smaller one cannot raise the HF ground-state energy. Why does this not fix the direction in which the bond length moves? Discuss the effect of adding d functions to 6-31G, and decide whether every enlargement of a basis shortens the bond.

Further data: d functions change the HF energy of N$_2$ at 1.10 Å by $-0.0739$ hartree and the HF bond length to 1.0781 Å. Their effect on the unrestricted HF energy of the quartet N atom is zero to the printed precision. The MP2/aug-cc-pVDZ bond length is 1.1318 Å; this basis is cc-pVDZ with diffuse functions added.

**Model answer.** The variational principle gives $D(R)\le0$ at each $R$, where $D$ is the HF energy in the larger basis minus that in the smaller. By part (a), the shift depends on $D'$, about which this inequality says nothing. The bond shortens if the lowering is greater at short $R$, so that $D'>0$.

The d functions show where such a slope can come from. In the quartet N atom the three 2p orbitals each hold one electron of the same spin. The density of each spin is then spherical, and so is the Fock operator for each spin. A spherical operator does not couple d functions to occupied s and p orbitals. This holds for the five pure d functions used here; a set of six Cartesian functions contains the s-type combination $x^2+y^2+z^2$, for which the argument does not hold. The solution found without d functions therefore remains a solution when they are added, with the same energy. The computed atomic energies agree with this.

In the molecule the spherical symmetry is lost, and d functions help to shape the density between the nuclei. The lowering of 0.0739 hartree is thus a molecular effect. For a wavefunction that separates correctly into two such atoms, it would vanish at large $R$. It must therefore build up as the atoms approach, though this does not determine its slope at one particular distance. The numerical check tests that point directly: at 1.10 Å the slope $D'$ is positive. Correspondingly, the HF bond shortens by
$$1.0891-1.0781=0.0110\ \text{Å}.$$

Down each column of the table in part (b), the bond shortens at every step. For CCSD(T), going from cc-pVDZ to cc-pVTZ, the new curve has $g=+0.0747$ hartree/Å and $k=4.651$ hartree/Å$^2$ at the old minimum. Equation (1) gives
$$\delta_1=-\frac{0.0747}{4.651}\ \text{Å}=-0.0161\ \text{Å}.$$
The second-order result is $-0.0151$ Å and the actual shift is $-0.0152$ Å.

The basis sets of that table do not contain one another, and the MP2, CCSD and CCSD(T) energies are not variational, so the inequality $D(R)\le0$ is not guaranteed for these steps; the shortening is a computed result. The rule belongs to this sequence of basis sets and not to enlargement as such. Adding diffuse functions to cc-pVDZ changes the MP2 length by
$$1.1318-1.1299=+0.0019\ \text{Å},$$
a lengthening. By part (a), the change in the MP2 energy must then have a negative slope at the old minimum.

The two effects are also not independent. The lengthening from HF to CCSD(T) is $1.1189-1.0773=0.0416$ Å in cc-pVDZ but $1.1007-1.0656=0.0351$ Å in cc-pVQZ. A basis error therefore has to be quoted for a given method.

## Part (d): a reference for the errors

**Question.** Assume that the MP2 correlation energy in the basis cc-pV$X$Z, with $X=3$ for T and $X=4$ for Q, follows $E_X=E_\infty+AX^{-3}$ at each $R$. Eliminate $A$. Construct an estimate of the CCSD(T) curve at the basis-set limit that needs CCSD(T) energies no larger than cc-pVTZ, and assess its reliability.

**Model answer.** Multiplying each energy by $X^3$ gives
$$64E_4=64E_\infty+A,\qquad 27E_3=27E_\infty+A .$$
Subtraction removes $A$, and division by $64-27=37$ yields
$$E_\infty=\frac{64E_4-27E_3}{37}. \tag{3}$$
The HF energy in cc-pVQZ is taken as the HF limit. If the difference between CCSD(T) and MP2 depends only weakly on the basis, it may be taken from cc-pVTZ:
$$E_{\rm ref}=E_{\rm HF}^{\rm QZ}+E_\infty+\left[E_{\rm CCSD(T)}-E_{\rm MP2}\right]^{\rm TZ}. \tag{4}$$
Replacing CCSD(T) by CCSD gives the CCSD limit. Adding the same differences to the MP2/cc-pVQZ curve gives the estimated cc-pVQZ entries in part (b). The resulting limits are:

| Method | HF | MP2 | CCSD | CCSD(T) |
|---|---:|---:|---:|---:|
| $R_e$ at the limit (Å) | 1.0656 | 1.1091 | 1.0927 | 1.0996 |

The reference length is therefore $R_{\rm ref}=1.0996$ Å, or about 110.0 pm.

The additive step can be tested one level lower. The CCSD(T)–MP2 difference in cc-pVDZ, added to the MP2/cc-pVTZ curve, reproduces the directly computed CCSD(T)/cc-pVTZ length to within $10^{-5}$ Å. Such close agreement is not general. The same test for CCSD, with the CCSD–MP2 difference from cc-pVDZ added to the MP2/cc-pVTZ curve, gives a length 0.0012 Å longer than the directly computed CCSD/cc-pVTZ value. An error of about 0.001 Å in the estimated CCSD lengths in cc-pVQZ and at the limit therefore cannot be excluded. This is a scale taken from one test, not a bound, and the single agreement for CCSD(T) does not guarantee the same accuracy at the next level.

Adding energy differences is not the same as adding length differences. MP2 shortens by $1.1299-1.1136=0.0163$ Å between these basis sets. Subtracting this from the CCSD(T)/cc-pVDZ length would give $1.1189-0.0163=1.1026$ Å, which is 0.0012 Å below the computed 1.1038 Å. For CCSD(T) the energies are therefore the better choice. For CCSD the lengths happen to do better: $1.1128-0.0163=1.0965$ Å is only 0.0002 Å below the computed 1.0967 Å. Neither form of additivity can be taken for granted.

Extrapolating the MP2 correlation energy from cc-pVDZ and cc-pVTZ instead changes the MP2 limit by 0.0003 Å. This indicates the scale of the extrapolation uncertainty but does not bound it. The remaining HF basis error has not been estimated.

The reference also omits core correlation, relativity and excitations beyond CCSD(T). It is a reference for valence correlation and basis errors, not a substitute for the measured length.

## Part (e): where the errors cancel

**Question.** Split the error of each method–basis pair into a method part and a basis part. Call a pair cancelling if the two parts have opposite signs and the total is smaller in magnitude than half the larger part. Express this as a condition on the ratio of the parts, and find the cancelling pairs.

**Model answer.** Insert the limiting length of the method between the computed length and the reference:
$$R-R_{\rm ref}=\underbrace{(R_{\rm limit}-R_{\rm ref})}_{m}+\underbrace{(R-R_{\rm limit})}_{b}. \tag{5}$$
This is an identity; the physical content lies in the signs and sizes. For opposite signs, $|m+b|=\big||m|-|b|\big|$. If $|b|\le|m|$, the criterion reads $|m|-|b|<|m|/2$, that is $|b|>|m|/2$. If $|b|>|m|$, exchanging the two symbols gives $|b|<2|m|$. Together,
$$\frac12<\frac{|b|}{|m|}<2 . \tag{6}$$

The method errors are
$$\begin{aligned}
m_{\rm HF}&=1.0656-1.0996=-0.0340\ \text{Å},\\
m_{\rm MP2}&=1.1091-1.0996=+0.0095\ \text{Å},\\
m_{\rm CCSD}&=1.0927-1.0996=-0.0069\ \text{Å}.
\end{aligned}$$
For CCSD(T), $m=0$ by the choice of reference.

No basis error in this set is negative. MP2 is therefore excluded at once: its bond is already too long at the limit, and a finite basis makes it longer still. In cc-pVDZ, for instance, its parts are $+0.0095$ and $+0.0208$ Å. CCSD(T) has no method error to cancel in this comparison. HF and CCSD remain:

| Pair | $b$ (Å) | $\lvert b\rvert/\lvert m\rvert$ | Total (Å) |
|---|---:|---:|---:|
| HF/6-31G | 0.0235 | 0.69 | −0.0105 |
| HF/cc-pVDZ | 0.0117 | 0.34 | −0.0223 |
| HF/cc-pVTZ | 0.0015 | 0.04 | −0.0325 |
| CCSD/6-31G | 0.0354 | 5.1 | +0.0284 |
| CCSD/cc-pVDZ | 0.0201 | 2.9 | +0.0132 |
| CCSD/cc-pVTZ | 0.0040 | 0.58 | −0.0029 |
| CCSD/cc-pVQZ | 0.0010 | 0.14 | −0.0059 |

The parts were rounded separately, so a sum may differ from the total in the last digit. HF/cc-pVQZ is omitted because it defines the HF limit and has $b=0$.

Condition (6) selects HF/6-31G and CCSD/cc-pVTZ. The basis error removes a larger fraction of the method error in HF/6-31G, but CCSD/cc-pVTZ leaves the smaller residual, 0.0029 against 0.0105 Å. Neither cancellation is complete. For CCSD the total changes sign between cc-pVDZ and cc-pVTZ, so the balance point lies between these two basis sets. For HF no sign change occurs within the set.

The classification of CCSD/cc-pVTZ has a modest margin. Its total is 0.0029 Å in magnitude, and half its method error is about 0.0035 Å. If the CCSD and CCSD(T) limits both moved outward by more than 0.0005 to 0.0006 Å, the pair would fail the criterion. The sign change would remain. The CCSD limit also carries the additivity error discussed in part (d). If that error has the sign found one level lower, the true CCSD limit is shorter: $|m|$ and $b$ then grow by the same amount, the total is unchanged, and the pair still meets the criterion.

## Part (f): what the cancellation is worth

**Question.** Compare CCSD/cc-pVTZ with CCSD/cc-pVQZ and with CCSD(T)/cc-pVTZ. Then use the force constants below to decide whether a cancelling pair can be trusted for other properties. Which results would justify confidence in a calculation on N$_2$?

Force constants, each taken at the minimum of its own curve from a five-point polynomial fit (the last digit is not significant): reference 2297 N/m, HF/6-31G 2919 N/m, CCSD/cc-pVTZ 2424 N/m.

**Model answer.** With the estimated cc-pVQZ length, enlarging the basis from cc-pVTZ to cc-pVQZ changes the CCSD error from $-0.0029$ to $-0.0059$ Å. An error of 0.001 Å in that estimate would still leave at least 0.0049 Å. On this estimate the better basis gives the worse length, because it removes basis error that was hiding part of the method error.

Improving the method in cc-pVTZ has a similar effect. The CCSD(T) error is $+0.0041$ Å from the unrounded lengths (the rounded values 1.1038 and 1.0996 Å differ by 0.0042 Å), larger in magnitude than that of CCSD. The triples correction removes the method error relative to this reference and exposes the basis error. Judged by this one length, the less complete treatment looks better.

The force constants show the limits of such agreement. Write a pair's curve as $E=E_{\rm ref}+D$. By part (a), the correct length requires $D'(R_{\rm ref})=0$. The curvature there is
$$E''(R_{\rm ref})=E_{\rm ref}''(R_{\rm ref})+D''(R_{\rm ref}),$$
and a vanishing $D'$ places no restriction on $D''$. The force constants given above belong to each curve's own minimum. Since the cancellations are incomplete, their errors contain both $D''$ and the change of curvature over the remaining displacement. For HF/6-31G the relative errors in length and force constant are
$$\frac{-0.0105}{1.0996}=-1.0\%,\qquad \frac{2919-2297}{2297}=+27\%.$$
For CCSD/cc-pVTZ they are
$$\frac{-0.0029}{1.0996}=-0.3\%,\qquad \frac{2424-2297}{2297}=+5.5\%.$$
Relative errors of different quantities need not be equal even without cancellation. The comparison does show that a bond length within 1% of the reference can accompany a force constant wrong by more than a quarter.

Confidence requires the two parts of the error to be examined separately. The basis should be enlarged at fixed method until the length settles, and the method improved at fixed basis. The CCSD(T)/cc-pVQZ estimate lies 0.0011 Å above its own limit. The two curves share the HF/cc-pVQZ energy and the CCSD(T)–MP2 difference from cc-pVTZ, so this figure measures only the extrapolation of the MP2 correlation energy and leaves out the basis errors of those shared parts. Its remaining method error cannot be judged here, since CCSD(T) itself defines the reference.

CCSD/cc-pVTZ may still be a useful economical choice for bonds on which its balance has been checked. These data establish that balance for the length of N$_2$ alone. Another molecule can have a different correlation slope, basis slope and stiffness, and by (1) all three enter the result.

## Computed values

```
N2 bond lengths in angstrom, frozen core
basis              HF       MP2      CCSD   CCSD(T)
6-31G          1.0891    1.1543    1.1281    1.1334
cc-pVDZ        1.0773    1.1299    1.1128    1.1189
cc-pVTZ        1.0671    1.1136    1.0967    1.1038
cc-pVQZ        1.0656    1.1103    1.0938    1.1007
limit          1.0656    1.1091    1.0927    1.0996
CCSD and CCSD(T) in cc-pVQZ and at the limit: additive estimates
largest length error from analytic gradients: 7.0e-06 angstrom
HF -> CCSD(T), cc-pVTZ
  slope g = -0.21840 hartree/angstrom, k = 6.7674 hartree/angstrom^2
  shift: first order 0.03227, second 0.03588, actual 0.03664 angstrom
cc-pVDZ -> cc-pVTZ, CCSD(T)
  slope g = 0.07473 hartree/angstrom, k = 4.6510 hartree/angstrom^2
  shift: first order -0.01607, second -0.01510, actual -0.01518 angstrom
pi-pi* gap, cc-pVDZ, R = 1.05 and 1.15 angstrom: 0.8311, 0.7357 hartree
MP2 doubles weight at the same R: 0.0969, 0.1203 (no unit)
HF energy change from d functions, N atom: 0.0e+00 hartree (magnitude)
HF energy change from d functions, N2 at 1.10 angstrom: -0.07393 hartree
HF/6-31G(d) bond length: 1.0781 angstrom
MP2/aug-cc-pVDZ bond length: 1.1318 angstrom
density-fitting length error: 5.2e-05 angstrom
additivity error, CCSD(T)/cc-pVTZ: -0.00000 angstrom
MP2 limit from DZ,TZ minus from TZ,QZ: 0.00034 angstrom
errors in angstrom:      method     basis     total
HF/6-31G                -0.0340    0.0235   -0.0105
HF/cc-pVDZ              -0.0340    0.0117   -0.0223
HF/cc-pVTZ              -0.0340    0.0015   -0.0325
HF/cc-pVQZ              -0.0340    0.0000   -0.0340
MP2/6-31G                0.0095    0.0452    0.0547
MP2/cc-pVDZ              0.0095    0.0208    0.0302
MP2/cc-pVTZ              0.0095    0.0045    0.0140
MP2/cc-pVQZ              0.0095    0.0012    0.0107
CCSD/6-31G              -0.0069    0.0354    0.0284
CCSD/cc-pVDZ            -0.0069    0.0201    0.0132
CCSD/cc-pVTZ            -0.0069    0.0040   -0.0029
CCSD/cc-pVQZ            -0.0069    0.0010   -0.0059
CCSD(T)/6-31G            0.0000    0.0337    0.0337
CCSD(T)/cc-pVDZ          0.0000    0.0193    0.0193
CCSD(T)/cc-pVTZ          0.0000    0.0041    0.0041
CCSD(T)/cc-pVQZ          0.0000    0.0011    0.0011
cancelling pairs: HF/6-31G, CCSD/cc-pVTZ
closest cancellation: CCSD/cc-pVTZ
force constant, reference: 2297 N/m
force constant, HF/6-31G: 2919 N/m
force constant, CCSD/cc-pVTZ: 2424 N/m
```
